\section*{Peak splittings of a lossy cavity and emitter versus the eigenvalue threshold, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem}

A single cavity mode (annihilation operator $a$) is resonant with a two-level emitter (lowering operator $\sigma=|g\rangle\langle e|$) at frequency $\omega_0$. Atomic units are used, so $\hbar=1$ and rates, frequencies and energies share one unit. In the frame rotating at $\omega_0$ and in the rotating-wave approximation the density operator obeys
\begin{equation}
\dot\rho=\mathcal L_0\rho=-i[H_0,\rho]+\kappa\,\mathcal D[a]\rho+\gamma\,\mathcal D[\sigma]\rho,\qquad H_0=g\,(a^\dagger\sigma+\sigma^\dagger a),
\end{equation}
with $\mathcal D[O]\rho=O\rho O^\dagger-\tfrac12\{O^\dagger O,\rho\}$ and $g,\kappa,\gamma>0$. The cavity loses photons through two mirrors, $\kappa=\kappa_1+\kappa_2$, and the emitter decays at rate $\gamma$ into modes other than the cavity mode (side modes). Both are energy decay rates, equal to the full width at half maximum of the uncoupled lines. There is no pure dephasing. The detuning of a probe or of a detected photon is $\delta=\omega-\omega_0$. The splitting $\Omega$ of a spectrum is the distance between its two maxima, and $\Omega=0$ if there is one maximum.

\begin{enumerate}
\item[(a)] Find the complex eigenfrequencies of the states with one excitation and the coupling above which their real parts split.
\item[(b)] For a weak probe sent in through mirror 1, find the transmission $T(\delta)$ and the absorption $A(\delta)=1-R-T$. For an emitter that is excited at $t=0$, find the spectra emitted through the mirrors, into the side modes, and in total.
\item[(c)] Find the splitting of each spectrum and the coupling at which it first appears. Decide which splittings differ, which coincide, and in what order they stand.
\item[(d)] Compare with (a), and find the behaviour at large $g$.
\item[(e)] Evaluate everything for the model parameters $\kappa=0.20$~eV with equal mirrors, $\gamma=0.05$~eV and $g=0.08$, $0.05$, $0.03$~eV.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Eigenfrequencies}

Let $|0\rangle=|g,0\rangle$ and $|\psi\rangle=c_a|g,1\rangle+c_b|e,0\rangle$. The ansatz $\rho=|\psi\rangle\langle\psi|+(1-\langle\psi|\psi\rangle)|0\rangle\langle0|$ solves the master equation. The jump terms $O\rho O^\dagger$ send $|\psi\rangle\langle\psi|$ to a multiple of $|0\rangle\langle0|$, and the remaining terms are $-i(H\rho-\rho H^\dagger)$ with $H=H_0-\tfrac i2\kappa a^\dagger a-\tfrac i2\gamma\sigma^\dagger\sigma$. The amplitudes therefore obey
\begin{equation}
i\frac{d}{dt}\begin{pmatrix}c_a\\ c_b\end{pmatrix}=H\begin{pmatrix}c_a\\ c_b\end{pmatrix},\qquad
H=\begin{pmatrix}-i\kappa/2&g\\ g&-i\gamma/2\end{pmatrix}.
\end{equation}
The characteristic equation is $(\lambda+i\kappa/2)(\lambda+i\gamma/2)=g^2$. With $\lambda=\mu-i(\kappa+\gamma)/4$ the two factors become $\mu\pm i(\kappa-\gamma)/4$, whose product is $\mu^2+(\kappa-\gamma)^2/16$. Hence
\begin{equation}
\lambda_\pm=-\frac{i(\kappa+\gamma)}{4}\pm\sqrt{x_E},\qquad x_E=g^2-\frac{(\kappa-\gamma)^2}{16}.
\end{equation}
The real parts split by $\Omega_E=2\sqrt{x_E}$ when $4g>|\kappa-\gamma|$, so the threshold is $g_E=|\kappa-\gamma|/4$. Both eigenvalues have a negative imaginary part for every $g$, because for $x_E<0$ one has $|\sqrt{x_E}|<|\kappa-\gamma|/4<(\kappa+\gamma)/4$.

All spectra below are built from the resolvent $G(\delta)=(\delta-H)^{-1}$. Inverting the $2\times2$ matrix gives
\begin{equation}
G_{aa}=\frac{\delta+i\gamma/2}{D},\quad G_{ab}=G_{ba}=\frac gD,\quad G_{bb}=\frac{\delta+i\kappa/2}{D},
\end{equation}
with $D=(\delta+i\kappa/2)(\delta+i\gamma/2)-g^2$. One identity is used twice. With $\Gamma=\mathrm{diag}(\kappa,\gamma)$ one has $H-H^\dagger=-i\Gamma$, and for real $\delta$
\begin{equation}
G-G^\dagger=G^\dagger\big[(G^\dagger)^{-1}-G^{-1}\big]G=G^\dagger(H-H^\dagger)G=-i\,G^\dagger\Gamma G .
\end{equation}
Its diagonal elements are
\begin{equation}
-2\,\mathrm{Im}\,G_{aa}=\kappa|G_{aa}|^2+\gamma|G_{ab}|^2,\qquad
-2\,\mathrm{Im}\,G_{bb}=\kappa|G_{ab}|^2+\gamma|G_{bb}|^2 .
\label{eq:optical}
\end{equation}

\subsection*{(b) The spectra}

\paragraph{Probe through mirror 1.} A coherent field of frequency $\omega$ and photon flux $\alpha^2$ ($\alpha$ real) is described, in the frame rotating at $\omega$, by adding $-\delta(a^\dagger a+\sigma^\dagger\sigma)+i\sqrt{\kappa_1}\,\alpha\,(a^\dagger-a)$ to $H_0$. With $[\sigma^\dagger,\sigma]=\sigma_z=-1+2\sigma^\dagger\sigma$ the mean values obey
\begin{align}
\tfrac{d}{dt}\langle a\rangle&=(i\delta-\kappa/2)\langle a\rangle-ig\langle\sigma\rangle+\sqrt{\kappa_1}\,\alpha,\\
\tfrac{d}{dt}\langle\sigma\rangle&=(i\delta-\gamma/2)\langle\sigma\rangle+ig\langle\sigma_z a\rangle .
\end{align}
The term $\langle\sigma^\dagger\sigma a\rangle$ connects a state with two excitations to a state with one, so it is of third order in $\alpha$, and to first order $\langle\sigma_za\rangle=-\langle a\rangle$. Setting the derivatives to zero and multiplying both equations by $-i$ gives $(\delta-H)(\langle a\rangle,\langle\sigma\rangle)^{\mathsf T}=(i\sqrt{\kappa_1}\alpha,0)^{\mathsf T}$, so that $\langle a\rangle=i\sqrt{\kappa_1}\,\alpha\,G_{aa}$.

With this sign of the drive, the input-output relations give the reflected amplitude $\alpha-\sqrt{\kappa_1}\langle a\rangle$ and a transmitted amplitude of modulus $\sqrt{\kappa_2}|\langle a\rangle|$. The sign is confirmed by the empty cavity with equal mirrors at $\delta=0$, where $G_{aa}=2/(i\kappa)$, $\sqrt{\kappa_1}\langle a\rangle=\alpha$, and the reflection vanishes. Dividing by $\alpha$ and taking squared moduli,
\begin{equation}
T=\kappa_1\kappa_2|G_{aa}|^2,\qquad R=|1-i\kappa_1G_{aa}|^2=1+2\kappa_1\mathrm{Im}\,G_{aa}+\kappa_1^2|G_{aa}|^2 .
\end{equation}
Since $\kappa_1^2+\kappa_1\kappa_2=\kappa_1\kappa$, the first identity in \eqref{eq:optical} yields
\begin{equation}
A=1-R-T=\kappa_1\big(-2\,\mathrm{Im}\,G_{aa}-\kappa|G_{aa}|^2\big)=\kappa_1\gamma|G_{ab}|^2 .
\end{equation}
This $A$ counts all power that leaves through the emitter, whether scattered sideways or dissipated. The division of $\kappa$ between the mirrors enters $T$ and $A$ as a prefactor and does not move the peaks.

\paragraph{Emission.} A channel with operator $O$ and rate $\Gamma_O$ ($a$ with $\kappa$, or $\sigma$ with $\gamma$) carries the output field $\sqrt{\Gamma_O}\,O$, and the number of photons per unit frequency collected over the whole decay is
\begin{equation}
S_O(\delta)=\frac{\Gamma_O}{2\pi}\int_0^\infty\!dt\int_0^\infty\!dt'\,e^{i\delta(t'-t)}\langle O^\dagger(t)O(t')\rangle .
\end{equation}
The quantum regression theorem gives $\langle O^\dagger(t)O(t+\tau)\rangle=\mathrm{Tr}\,[O\,e^{\mathcal L_0\tau}(\rho(t)O^\dagger)]$ for $\tau\ge0$. Because $O|0\rangle=0$ and $O|\psi\rangle=c_O|0\rangle$, with $c_O=c_a$ or $c_b$, one has $\rho(t)O^\dagger=c_O^*(t)|\psi(t)\rangle\langle0|$. On an operator $|\phi\rangle\langle0|$ the jump terms vanish, since $\langle0|a^\dagger=\langle0|\sigma^\dagger=0$, and $\langle0|H^\dagger=0$, so it evolves into $e^{-iH\tau}|\phi\rangle\langle0|$. The correlation function is then $c_O^*(t)\,c_O(t+\tau)$, the case $t'<t$ follows by complex conjugation, and the double integral factorizes:
\begin{equation}
S_O=\frac{\Gamma_O}{2\pi}\Big|\int_0^\infty\!dt\,e^{i\delta t}c_O(t)\Big|^2,\qquad
\int_0^\infty\!dt\,e^{i(\delta-H)t}=i\,G(\delta).
\end{equation}
The time integral converges because $\mathrm{Im}\,\lambda_\pm<0$. An emitter excited at $t=0$ selects column $b$ of $G$, and the second identity in \eqref{eq:optical} gives the sum:
\begin{equation}
S_{\rm mir}=\frac{\kappa}{2\pi}|G_{ab}|^2,\qquad S_{\rm side}=\frac{\gamma}{2\pi}|G_{bb}|^2,\qquad
S_{\rm tot}=-\frac1\pi\,\mathrm{Im}\,G_{bb}.
\end{equation}
By Parseval's theorem $\int S_O\,d\delta=\Gamma_O\int|c_O|^2dt$, and $\frac{d}{dt}\langle\psi|\psi\rangle=-\kappa|c_a|^2-\gamma|c_b|^2$, so $S_{\rm tot}$ has unit area. The form of $S_{\rm tot}$ assumes that $\gamma$ is fully radiative. If a part $\gamma_r<\gamma$ is radiative, the prefactor of $S_{\rm side}$ becomes $\gamma_r/2\pi$, which keeps its shape but changes the weights in the sum.

Two coincidences hold at every $\delta$. First, $A/S_{\rm mir}=2\pi\kappa_1\gamma/\kappa$, so emission through the mirrors by an excited emitter has the absorption lineshape. The lineshape is common because both off-diagonal elements of $G$ are a constant divided by the same $D$. The value of the ratio uses $G_{ab}=G_{ba}$: the amplitude from mirror to emitter equals the amplitude from emitter to mirror. Second, if the cavity is excited at $t=0$ in place of the emitter, the mirror emission is $\kappa|G_{aa}|^2/2\pi$, which is the transmission lineshape. A statement about the splitting ``in emission'' therefore needs the source and the detector to be named.

A weak incoherent pump $p\,\mathcal D[\sigma^\dagger]$ gives the same shapes. Write the steady state as $|0\rangle\langle0|+p\rho_1$. To first order in $p$, $\mathcal L_0\rho_1=|0\rangle\langle0|-|e,0\rangle\langle e,0|$. The operator $\bar\rho=\int_0^\infty(\rho(t)-|0\rangle\langle0|)\,dt$ of the decay problem obeys $\mathcal L_0\bar\rho=\rho(\infty)-\rho(0)$, which is the same equation. Both operators are traceless and the steady state of $\mathcal L_0$ is unique, so $\rho_1=\bar\rho$. Both spectra have the form $(\Gamma_O/\pi)\,\mathrm{Re}\int_0^\infty d\tau\,e^{i\delta\tau}\,\mathrm{Tr}[Oe^{\mathcal L_0\tau}(\varrho\,O^\dagger)]$, with $\varrho=\bar\rho$ or $p\rho_1$, so the stationary spectrum is $p\,S_O$ to first order in $p$.

\subsection*{(c) Peaks, thresholds and order}

\paragraph{One family of lineshapes.} Multiplying out, $D=\delta^2-g^2-\kappa\gamma/4+i\delta(\kappa+\gamma)/2$. With
\begin{equation}
x=\delta^2,\qquad P=g^2+\frac{\kappa\gamma}{4},\qquad s=\frac{(\kappa+\gamma)^2}{4},
\end{equation}
the common denominator is $Q=|D|^2=(x-P)^2+sx=x^2+(s-2P)x+P^2$. The numerators are $x+\gamma^2/4$ for $T$, $x+\kappa^2/4$ for $S_{\rm side}$, a constant for $A$ and $S_{\rm mir}$, and for $S_{\rm tot}$
\begin{equation}
\kappa g^2+\gamma\Big(x+\frac{\kappa^2}{4}\Big)=\gamma\Big(x+\frac{\kappa P}{\gamma}\Big).
\end{equation}
Three spectra are thus proportional to $F=(x+c)/Q$ with
\begin{equation}
c_T=\frac{\gamma^2}{4},\qquad c_{\rm side}=\frac{\kappa^2}{4},\qquad c_{\rm tot}=\frac{\kappa P}{\gamma}=\frac{\kappa^2}{4}+\frac{\kappa g^2}{\gamma}.
\end{equation}
All spectra are even in $\delta$, so a maximum at $x>0$ is a doublet with $\Omega=2\sqrt x$.

\paragraph{Absorption and mirror emission.} The maximum of $1/Q$ is the minimum of the parabola $Q(x)$, at $2x+s-2P=0$:
\begin{equation}
x_A=P-\frac s2=g^2+\frac{2\kappa\gamma-(\kappa+\gamma)^2}{8}=g^2-\frac{\kappa^2+\gamma^2}{8}.
\end{equation}
For $x_A\le0$, $Q$ rises on all of $x>0$ and the line has one peak. The threshold is $g_A^2=(\kappa^2+\gamma^2)/8$.

\paragraph{The other spectra.} The quotient rule gives
\begin{align}
Q^2\frac{dF}{dx}&=x^2+(s-2P)x+P^2-(x+c)(2x+s-2P)\nonumber\\
&=-x^2-2cx+P^2-c(s-2P)=-f(x,c),\\
f(x,c)&=x^2-P^2+2c\,(x-x_A),
\end{align}
where the terms $(s-2P)x$ cancel and $s-2P=-2x_A$ was used. On $x\ge0$, $\partial f/\partial x=2x+2c>0$, so $f$ has at most one zero there. If $f(0,c)\ge0$, $F$ falls for all $x>0$ and there is one peak. If $f(0,c)<0$, $F$ rises up to the zero of $f$ and falls beyond it, so the centre is a minimum between two maxima. The larger root of $x^2+2cx-(P^2+2cx_A)=0$, with $c^2+P^2+2cx_A=(P+c)^2-cs$, is
\begin{equation}
x(c)=\sqrt{(P+c)^2-cs}-c .
\label{eq:xc}
\end{equation}
The radicand is positive for the three values of $c$ used here: for the total emission it equals $Pg^2(\kappa+\gamma)^2/\gamma^2$, and for the other two it is evaluated below. As $c\to\infty$, $f/2c\to x-x_A$, so absorption is the end member of the family. For transmission, $P+c_T=g^2+\gamma(\kappa+\gamma)/4$ and $c_Ts=\gamma^2(\kappa+\gamma)^2/16$, which cancels the square of the second term. Side emission follows by exchanging $\kappa$ and $\gamma$, under which $P$ and $s$ are unchanged:
\begin{align}
x_T&=\sqrt{g^4+\tfrac12g^2\gamma(\kappa+\gamma)}-\tfrac14\gamma^2,\\
x_{\rm side}&=\sqrt{g^4+\tfrac12g^2\kappa(\kappa+\gamma)}-\tfrac14\kappa^2 .
\end{align}

\paragraph{Thresholds.} The condition $x_T>0$ reads $u^2+\tfrac12\gamma(\kappa+\gamma)u-\gamma^4/16>0$ with $u=g^2$. The positive root is $u=\tfrac12\big[-\tfrac12\gamma(\kappa+\gamma)+\sqrt{\tfrac14\gamma^2(\kappa+\gamma)^2+\tfrac14\gamma^4}\big]$, so
\begin{align}
g_T^2&=\frac\gamma4\Big[\sqrt{(\kappa+\gamma)^2+\gamma^2}-(\kappa+\gamma)\Big],\\
g_{\rm side}^2&=\frac\kappa4\Big[\sqrt{(\kappa+\gamma)^2+\kappa^2}-(\kappa+\gamma)\Big].
\end{align}
For the total emission, $f(0,c)<0$ reads $c(s-2P)<P^2$. Inserting $c=\kappa P/\gamma$ and dividing by $P/\gamma$ gives $\kappa s<(2\kappa+\gamma)P$, that is $(2\kappa+\gamma)g^2>\tfrac\kappa4[(\kappa+\gamma)^2-\gamma(2\kappa+\gamma)]=\kappa^3/4$, and
\begin{equation}
g_{\rm tot}^2=\frac{\kappa^3}{4(2\kappa+\gamma)} .
\end{equation}

\paragraph{Order.} Suppose $x(c)>0$. Since $f(P,c)=2c(P-x_A)=cs>0$ and $f$ increases, $x(c)<P$. The equation $f=0$ then gives $2c\,(x(c)-x_A)=P^2-x(c)^2>0$, so $x(c)>x_A$. Conversely, if $x_A>0$ then $f(x_A,c)=x_A^2-P^2<0$, so every member of the family is split when absorption is. Now take $c_1<c_2$ with $x_2=x(c_2)>0$:
\begin{equation}
f(x_2,c_1)=f(x_2,c_2)-2(c_2-c_1)(x_2-x_A)<0,
\end{equation}
so $x(c_1)>x_2$. A smaller $c$ means a larger splitting, because the factor $x+c$ then grows faster in relative terms and weights the outer flanks of $1/Q$ more heavily. Since $c_{\rm side}<c_{\rm tot}$, and $c_T<c_{\rm side}$ if and only if $\gamma<\kappa$,
\begin{equation}
\Omega_A=\Omega_{\rm mir}\le\Omega_{\rm tot}\le\Omega_{\rm side},\qquad \Omega_A\le\Omega_T,
\end{equation}
with $\Omega_T\ge\Omega_{\rm side}$ for $\gamma<\kappa$ and the reverse for $\gamma>\kappa$. Each inequality is strict whenever its larger member is nonzero. The splittings of transmission, absorption and side emission therefore all differ when $\kappa\ne\gamma$ and at least two of them are nonzero. At $\kappa=\gamma$, $T$ and $S_{\rm side}$ have the same shape, and mirror emission shares the shape of $A$ for all parameters. Transmission and total emission are ordered by the same rule. For $\gamma\le\kappa$, $c_T<c_{\rm tot}$ and $\Omega_T\ge\Omega_{\rm tot}$. For $\gamma>\kappa$, $c_T<c_{\rm tot}$ if and only if $g^2>\gamma(\gamma^2-\kappa^2)/4\kappa$, so $\Omega_T\le\Omega_{\rm tot}$ below that coupling, $\Omega_T\ge\Omega_{\rm tot}$ above it, and at that coupling $T$ and $S_{\rm tot}$ have the same shape.

The eigenfrequencies, the probe and emission spectra, and the splittings with their thresholds and order have now been found. It remains to compare the spectral splittings with that of the eigenvalues, to find their behaviour at large $g$, and to evaluate the results for the model parameters.
